# Do equal edge-roughness amplitudes give equal line resistance penalties?

**Question**

I am estimating how edge roughness raises the resistance of a narrow metal line. In my model both edges are sinusoids with the same amplitude and a wavelength much longer than the line width. In one version the two edges move up and down together. In the other they move in opposite directions. The mean width and the rms roughness of each edge are the same in both.

My reasoning is that the current meets equally rough edges in both cases, so the resistance should rise by the same amount. Is that right? If not, what does determine the increase, and how long must the wavelength be for the answer to hold?

**Answer**

No. In the slowly varying limit, resistance depends on the local width, and the rms roughness of the separate edges does not fix how much that width varies. Edges that move together leave it constant, whereas edges that move oppositely make necks and bulges. For edges of small amplitude, the two penalties become nearly equal in a different regime, where the wavelength is short compared with the width.

**Geometry and assumptions**

Let the line run along \(x\), with mean width \(w\), thickness \(t\) and uniform, isotropic resistivity \(\rho\). Its edges are

\[
y_{\rm t}=\frac w2+a\sin kx,\qquad
y_{\rm b}=-\frac w2+a\sin(kx+\phi),\qquad k=\frac{2\pi}{\lambda},
\]

with \(2a<w\), so that they never touch. The length \(L\) is a whole number of wavelengths, the current is uniform through the thickness, and end effects are left out. A straight line of the same mean width has \(R_0=\rho L/(wt)\), and I call \(R/R_0-1\) the penalty.

"In-phase" means \(\phi=0\): both edges shift in the same direction in space. "Antiphase" means \(\phi=\pi\). If edge displacement is instead measured outward from the metal, the two labels change places, so the convention must be checked before using data.

Each edge has rms roughness \(a/\sqrt2\) for every \(\phi\). The identities for the difference and sum of two sines give the width \(W=y_{\rm t}-y_{\rm b}\) and the centre line \(c=(y_{\rm t}+y_{\rm b})/2\):

\[
W=w-2a\sin\frac\phi2\,\cos\!\Big(kx+\frac\phi2\Big),\qquad
c=a\cos\frac\phi2\,\sin\!\Big(kx+\frac\phi2\Big).
\]

The rms variation of \(W\) is therefore \(\sqrt2\,a|\sin(\phi/2)|\). It is zero in phase and \(\sqrt2\,a\) in antiphase. The phase divides the same edge roughness between meandering and width variation.

**Why the local width sets the resistance**

It is tempting to add up slices of resistance \(\rho\,dx/(tW)\). Two bounds show when this is justified. Consider one period, with resistance \(R_\lambda\).

*Lower bound.* Let \(V\) be the true potential, changing by \(U\) over the period. It obeys \(\nabla^2V=0\), with \(\partial_nV=0\) on the edges. Take a trial potential \(V+u\), where \(u\) is periodic. Then

\[
\int|\nabla(V+u)|^2dA=\int|\nabla V|^2dA+2\int\nabla V\cdot\nabla u\,dA+\int|\nabla u|^2dA .
\]

By the divergence theorem the middle integral is \(\oint u\,\partial_nV\,ds\). The edges contribute nothing, and the two ends cancel by periodicity. The last term is not negative. Since the true power is \(U^2/R_\lambda\),

\[
\frac{U^2}{R_\lambda}\le\frac t\rho\int|\nabla V_{\rm trial}|^2dA .
\]

Choose a trial potential that depends on \(x\) alone, with \(V'_{\rm trial}=C/W\) and \(C=U/\int dx/W\). The integral is \(\int W(C/W)^2dx=C^2\int dx/W=U^2/\int dx/W\), hence

\[
R_\lambda\ge\frac\rho t\int_0^\lambda\frac{dx}{W}.
\]

*Upper bound.* Now fix the total current \(I\). Let \(\mathbf K=-(t/\rho)\nabla V\) be the true current per unit width, and let \(\mathbf K+\boldsymbol\delta\) be a periodic trial current. The change \(\boldsymbol\delta\) has no divergence, does not cross the edges and carries no net current. The cross term in the power is

\[
\frac{2\rho}{t}\int\mathbf K\cdot\boldsymbol\delta\,dA
=-2\int\nabla V\cdot\boldsymbol\delta\,dA
=-2\oint V\,\boldsymbol\delta\cdot\mathbf n\,ds=0 .
\]

On the ends, \(V\) differs only by the constant \(U\), which multiplies the zero net current of \(\boldsymbol\delta\). Every such trial current therefore dissipates at least the true power \(I^2R_\lambda\).

Let the trial streamlines divide the width in fixed proportions. Their stream function is \(\eta=(y-y_{\rm b})/W\), which runs from 0 to 1, and the current is \(I(\partial_y\eta,-\partial_x\eta)\). Differentiating \(y=y_{\rm b}+\eta W\) at fixed \(y\), and using \(y_{\rm b}=c-W/2\), gives

\[
\partial_y\eta=\frac1W,\qquad
\partial_x\eta=-\frac{y_{\rm b}'+\eta W'}{W}
=-\frac{c'+(\eta-\tfrac12)W'}{W}.
\]

Square these, add them and integrate across the line with \(dy=W\,d\eta\). The term linear in \(\eta-\frac12\) vanishes, and \(\int_0^1(\eta-\frac12)^2d\eta=\frac1{12}\). Thus

\[
R_\lambda\le\frac\rho t\int_0^\lambda\frac{dx}{W}\left(1+c'^2+\frac{W'^2}{12}\right).
\]

For the sinusoidal edges, with \(\theta=kx+\phi/2\),

\[
c'^2+\frac{W'^2}{12}=k^2a^2\left[\cos^2\frac\phi2\cos^2\theta+\frac13\sin^2\frac\phi2\sin^2\theta\right]\le k^2a^2 .
\]

The two bounds thus differ by at most a fraction \((ka)^2\) of the lower one. They meet as \(\lambda\to\infty\) at fixed \(a\) and \(w\), which proves the sum over slices in that limit.

**The limiting penalties**

Write \(\beta=(2a/w)|\sin(\phi/2)|\). After a shift of origin, \(W=w(1+\beta\cos\theta)\), so we need the average of \(1/(1+\beta\cos\theta)\). With \(q=\tan(\theta/2)\), \(\cos\theta=(1-q^2)/(1+q^2)\) and \(d\theta=2\,dq/(1+q^2)\),

\[
\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\theta}{1+\beta\cos\theta}
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dq}{(1+\beta)+(1-\beta)q^2}
=\frac1{\sqrt{1-\beta^2}} .
\]

Therefore

\[
\boxed{\frac R{R_0}\to\frac1{\sqrt{1-\beta^2}},\qquad
\beta=\frac{2a}{w}\left|\sin\frac\phi2\right|}
\]

In phase, \(\beta=0\) and the penalty tends to zero. In antiphase, \(\beta=2a/w\) and it tends to

\[
\frac1{\sqrt{1-(2a/w)^2}}-1\simeq\frac{2a^2}{w^2}\qquad(a\ll w).
\]

Bulges do not compensate for necks because \(1/W\) is a convex function of \(W\): a narrow slice adds more resistance than an equally widened slice removes.

The same reasoning covers other slowly varying edges with small displacements \(h_{\rm t}\) and \(h_{\rm b}\) of zero mean. Put \(W=w+d\), with \(d=h_{\rm t}-h_{\rm b}\). Then \(w/W\simeq1-d/w+d^2/w^2\), the linear term averages to zero, and

\[
\frac R{R_0}-1\simeq\frac{\langle d^2\rangle}{w^2}
=\frac{\langle h_{\rm t}^2\rangle+\langle h_{\rm b}^2\rangle-2\langle h_{\rm t}h_{\rm b}\rangle}{w^2}.
\]

The first two terms are what separate edge measurements supply. The missing information is the correlation \(\langle h_{\rm t}h_{\rm b}\rangle\). It cancels the first two terms for identical displacements and doubles their sum for opposite ones.

**What remains at finite wavelength**

An in-phase line still has a small penalty. Here \(W=w\) and \(c'=ka\cos kx\), so the bounds become

\[
1\le\frac R{R_0}\le1+\frac{(ka)^2}{2}.
\]

When \(kw\ll1\), so that the tilt of the line hardly changes over a distance \(w\), the actual correction approaches this upper value, which then has a simple meaning. Where the line is tilted by a small angle \(\alpha\), with \(\tan\alpha=c'\), its path is longer by \(1/\cos\alpha\) and its perpendicular width is smaller by \(\cos\alpha\). Together they multiply the resistance per unit \(x\) by \(1/\cos^2\alpha=1+c'^2\), whose average is \(1+(ka)^2/2\).

In antiphase, \(c=0\), \(W=w(1+\beta\sin kx)\) and \(W'=kw\beta\cos kx\). The extra term in the upper bound needs an average that follows from

\[
\frac{\beta^2\cos^2\theta}{1+\beta\sin\theta}
=\frac{(1-\beta^2\sin^2\theta)-(1-\beta^2)}{1+\beta\sin\theta}
=1-\beta\sin\theta-\frac{1-\beta^2}{1+\beta\sin\theta}.
\]

Its average is \(1-\sqrt{1-\beta^2}\), so

\[
\frac1{\sqrt{1-\beta^2}}\le\frac R{R_0}\le
\frac1{\sqrt{1-\beta^2}}+\frac{(kw)^2}{12}\left(1-\sqrt{1-\beta^2}\right).
\]

These bounds also settle which line is more resistive. The antiphase penalty is at least \(1/\sqrt{1-\beta^2}-1\), which exceeds \(\beta^2/2=2a^2/w^2\) because the remaining terms of its series are positive. The in-phase penalty is at most \(k^2a^2/2\). Antiphase therefore costs more whenever \(kw\le2\), that is, whenever \(\lambda\ge\pi w\). This condition is sufficient, not necessary.

Gentle slopes, \(ka\ll1\), make the slice formula accurate for the resistance itself. Neglecting the in-phase penalty beside the antiphase one requires more: \(k^2a^2/2\ll2a^2/w^2\), or \(kw\ll2\). The wavelength must then be long compared with the width, not merely with the amplitude.

**When equal amplitudes do give nearly equal penalties**

For \(a\ll w\) and \(ka\ll1\) the wavelength need not be long compared with \(w\). Scale the potential so that its mean gradient is one, and write it as \(x+u\). No current crosses an edge, so \(u_y=h'(1+u_x)\) there. To first order this is \(u_y=h'\) at \(y=\pm w/2\).

The scaled flux through a cross-section is \(F=\int(1+u_x)\,dy\), the same at every \(x\). Differentiating an integral with moving limits gives

\[
\frac d{dx}\int_{y_{\rm b}}^{y_{\rm t}}u\,dy
=\int_{y_{\rm b}}^{y_{\rm t}}u_x\,dy+u_{\rm t}h_{\rm t}'-u_{\rm b}h_{\rm b}' .
\]

The left side averages to zero over a period. Hence

\[
F=w-\langle u_{\rm t}h_{\rm t}'-u_{\rm b}h_{\rm b}'\rangle,\qquad
\frac R{R_0}=\frac wF\simeq1+\frac1w\langle u_{\rm t}h_{\rm t}'-u_{\rm b}h_{\rm b}'\rangle .
\]

The first-order \(u\), taken at the mean edges, is enough for the penalty to order \(a^2\).

In phase, both edges have \(h'=ka\cos kx\). The solution of Laplace's equation is

\[
u=a\,\frac{\sinh ky}{\cosh(kw/2)}\cos kx ,
\]

so \(u_{\rm t}=-u_{\rm b}=a\tanh(kw/2)\cos kx\). In antiphase, \(h_{\rm t}'=-h_{\rm b}'=ka\cos kx\), and

\[
u=a\,\frac{\cosh ky}{\sinh(kw/2)}\cos kx ,
\]

so \(u_{\rm t}=u_{\rm b}=a\coth(kw/2)\cos kx\). In each case the two edges contribute equally, and \(\langle\cos^2kx\rangle=\frac12\). The penalties are

\[
P_{\rm in}\simeq\frac{ka^2}{w}\tanh\frac{kw}2,\qquad
P_{\rm anti}\simeq\frac{ka^2}{w}\coth\frac{kw}2,\qquad
\frac{P_{\rm anti}}{P_{\rm in}}\simeq\coth^2\frac{kw}2 .
\]

For \(kw\ll1\) they reduce to \(k^2a^2/2\) and \(2a^2/w^2\), as before. For \(kw\gg1\) both approach \(ka^2/w\). The disturbance made by each edge then decays over a depth of about \(1/k\), well before it reaches the other edge, so their relative phase hardly matters. Your argument describes this short-wavelength regime.

**A worked case**

Take round model parameters: \(w=20\) nm, \(t=40\) nm, \(L=1000\) nm, \(\rho=5\ \mu\Omega\,\)cm, \(a=3\) nm and \(\lambda=200\) nm. The line holds five periods, and each edge has an rms roughness of 2.12 nm. The straight line has

\[
R_0=\frac{(5\times10^{-8})(1000\times10^{-9})}{(20\times10^{-9})(40\times10^{-9})}\ \Omega=62.5\ \Omega .
\]

In phase the width stays at 20 nm, and the limiting resistance is 62.5 Ω. In antiphase the width runs from 14 to 26 nm, with an rms variation of 4.24 nm. Then \(\beta=6/20=0.3\), and

\[
\frac R{R_0}\to\frac1{\sqrt{1-0.09}}=1.0483,\qquad R\to65.52\ \Omega .
\]

The small-amplitude estimate \(2a^2/w^2\) gives a penalty of 4.5%, slightly below the limiting 4.83%. At \(\phi=90^\circ\), still with the same edge roughness, the limiting penalty is 2.33%.

A numerical solution of the two-dimensional conduction problem at \(\lambda=200\) nm gives 62.77 Ω in phase and 65.61 Ω in antiphase. The increases over the straight line are 0.27 Ω and 3.11 Ω. At other wavelengths, with \(a=3\) nm throughout, the penalties are:

| \(\lambda\) (nm) | In-phase (%) | Antiphase (%) |
|---:|---:|---:|
| 800 | 0.028 | 4.84 |
| 400 | 0.110 | 4.87 |
| 200 | 0.430 | 4.98 |
| 100 | 1.58 | 5.42 |
| 50 | 4.82 | 6.98 |

Halving the wavelength from 800 to 400 nm raises the in-phase penalty almost fourfold, as \(k^2a^2/2\) requires, while the antiphase penalty stays near its limit. At 50 nm the wavelength is below \(\pi w=62.8\) nm, yet antiphase still costs more, which illustrates that the condition is not necessary.

The approach to equality is clearest at small amplitude. For \(a=0.1\) nm, the ratio of antiphase to in-phase penalty is 10.8 at \(\lambda=200\) nm, 1.64 at 60 nm and 1.008 at 20 nm. At 20 nm the separate penalties are 156.5 and 157.7 parts per million.

**Limits on using the result**

The whole number of periods matters in a short line. Otherwise the linear term \(-d/w\) need not average to zero. In antiphase, \(d=2a\sin kx\), and its integral over an incomplete period has magnitude at most \(2a(2/k)=2a\lambda/\pi\). The resulting first-order change in \(R/R_0\) is at most \(2a\lambda/(\pi wL)\) in size and can have either sign. A segment that contains mostly a bulge can therefore have less resistance than the straight line.

Uniform resistivity is also a real restriction in narrow lines, where scattering at surfaces and grain boundaries can make \(\rho\) depend on width. If that dependence is modelled as a local function \(\rho(W)\), the slowly varying resistance becomes \(\int\rho(W)\,dx/(tW)\). In-phase edges still add nothing relative to a straight line with the same \(\rho(w)\), because \(W\) is constant, but the antiphase formula changes. If \(\rho=A+B/W\) with \(A,B\ge0\), the limiting penalty lies between \((1-\beta^2)^{-1/2}-1\) and \((1-\beta^2)^{-3/2}-1\), that is, between 4.83% and 15.2% for \(\beta=0.3\), so the uniform-\(\rho\) value is then an underestimate. Neither model includes a change in surface scattering caused by the roughness itself.

Both models also assume a local Ohm's law, which requires the field to vary little over an electron mean free path. The free-electron estimate of that path is \(\hbar k_{\rm F}/(ne^2\rho)\), where \(n\) is the electron density and \(k_{\rm F}=(3\pi^2n)^{1/3}\). With copper's density, \(n\simeq8.5\times10^{28}\ \mathrm{m^{-3}}\), and \(\rho=5\ \mu\Omega\,\)cm, it is about 13 nm. This is not small beside a width of 20 nm, and it exceeds \(1/k\) for wavelengths below about 80 nm. With copper's bulk resistivity of about \(1.7\ \mu\Omega\,\)cm the same estimate gives about 39 nm, more than the width. The values above therefore describe the model, not a real line of such a metal, and the short-wavelength values are the least transferable.

For your estimate, then, measure both edges at the same positions along the line. The average of \(w/W\) over the measured profile is a lower bound on \(R/R_0\). If the width varies little, this average follows from the width variance, or equivalently from the two edge variances and their correlation. It gives the penalty itself only when the slope term \(\langle (w/W)(c'^2+W'^2/12)\rangle\) of the upper bound is small beside it. That fails for nearly in-phase edges even at long wavelength: for \(a=3\) nm, \(\lambda=200\) nm and \(\phi=10^\circ\), the variance gives 0.034% while the full penalty is 0.46%. It also fails when the wavelength is only a few widths: at \(\phi=90^\circ\) and \(\lambda=60\) nm the variance gives 2.25% against a full penalty of 5.0%. In such cases the edge slopes, and hence the wavelengths, are needed too. Two separate edge-roughness values are not enough in the long-wavelength regime.

## Computed values

```
mean width w = 20 nm, thickness t = 40 nm
length L = 1000 nm, wavelength = 200 nm
edge amplitude a = 3.0 nm, resistivity = 5.0 uohm cm
rms roughness of each edge = 2.121 nm
in-phase: rms width variation = 0.000 nm
in-phase: smallest width = 20.00 nm
in-phase: largest width = 20.00 nm
in-phase: limiting R/R0 = 1.000000
in-phase: 2D R/R0 = 1.004301
in-phase: upper bound of R/R0 = 1.004441
in-phase: limiting R = 62.500 ohm
in-phase: 2D R = 62.769 ohm
antiphase: rms width variation = 4.243 nm
antiphase: smallest width = 14.00 nm
antiphase: largest width = 26.00 nm
antiphase: limiting R/R0 = 1.048285
antiphase: 2D R/R0 = 1.049788
antiphase: upper bound of R/R0 = 1.049800
antiphase: limiting R = 65.518 ohm
antiphase: 2D R = 65.612 ohm
straight line R0 = 62.500 ohm
small-amplitude estimate 2a^2/w^2 = 4.500 %
limiting penalty at phase 90 deg = 2.329 %
sufficient wavelength pi*w = 62.83 nm
2D penalties at a = 3.0 nm:
  wavelength 800 nm: in-phase 0.0277 %, antiphase 4.8379 %
  wavelength 400 nm: in-phase 0.1101 %, antiphase 4.8663 %
  wavelength 200 nm: in-phase 0.4301 %, antiphase 4.9788 %
  wavelength 100 nm: in-phase 1.5757 %, antiphase 5.4155 %
  wavelength 50 nm: in-phase 4.8224 %, antiphase 6.9782 %
2D penalties at a = 0.1 nm:
  wavelength 200 nm: in-phase 4.779 ppm, antiphase 51.638 ppm, ratio 10.8061
  wavelength 60 nm: in-phase 40.878 ppm, antiphase 67.070 ppm, ratio 1.6407
  wavelength 20 nm: in-phase 156.480 ppm, antiphase 157.654 ppm, ratio 1.0075
widest gap between 2D bounds of R/R0 = 9.6e-13
```
